# Surface stress from the mean stress of a periodic slab cell: verification in Python

```python
# Result under test: a relaxed symmetric slab in a periodic cell of length L
# (vacuum included) with cell-averaged in-plane stress S has surface stress
#     f = L*S/2                        if the bulk is stress-free,
#     f = (L*S - N*d_b*S_b)/2          in general,
# N = number of layers, d_b and S_b = layer spacing and in-plane stress of bulk
# with the same in-plane lattice and no normal stress. Tension is positive.
# Independent road: f = (1/A) d(A*gamma)/d(strain), from total energies only.
# Model: fcc (001) layers, site energy = sum of repulsions - sqrt(sum of hop^2).
# Internal units: eV and angstrom.
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import brentq, root

REP, HOP, P, Q, R0 = 0.1, 1.2, 10.0, 3.0, 2.8
TO_GPA = charge * 1e30 / 1e9      # eV/A^3 -> GPa
TO_NM = charge * 1e20             # eV/A^2 -> N/m
M = 5
gx, gy = [g.ravel() for g in np.meshgrid(np.arange(-M, M + 1),
                                         np.arange(-M, M + 1))]
IMAGES = np.array([-1, 0, 1])


def cell_state(sx, sy, z, length):
    """Energy, dE/dz, per-layer dE/d(strain_xx), total dE/d(strain_zz)."""
    parity = np.arange(len(z)) % 2
    shift = 0.5 * (parity[None, :] - parity[:, None])
    dx2 = (sx * (shift[:, :, None] + gx))[:, :, None, :] ** 2
    dy2 = (sy * (shift[:, :, None] + gy))[:, :, None, :] ** 2
    dz = (z[None, :] - z[:, None])[:, :, None] + IMAGES * length
    r = np.sqrt(dx2 + dy2 + dz[..., None] ** 2)
    r[r < 1e-9] = np.inf          # an atom does not act on itself
    rep = REP * np.exp(-P * (r / R0 - 1))
    hop2 = HOP ** 2 * np.exp(-2 * Q * (r / R0 - 1))
    band = np.sqrt(hop2.sum(axis=(1, 2, 3)))
    energy = rep.sum() - band.sum()
    w = (-P * rep + Q * hop2 / band[:, None, None, None]) / (R0 * r)
    wz = w.sum(axis=3)
    pull = (wz * dz).sum(axis=2)
    grad = pull.sum(axis=0) - pull.sum(axis=1)
    return energy, grad, (w * dx2).sum(axis=(1, 2, 3)), (wz * dz ** 2).sum()


NB = 8                            # layers in the periodic bulk cell


def bulk_cell(sx, sy, d):
    return cell_state(sx, sy, d * np.arange(NB), NB * d)


def cubic_trace(s):
    _, _, xx, zz = bulk_cell(s, s, s / np.sqrt(2))
    return 2 * xx.sum() + zz


S0 = brentq(cubic_trace, 0.85 * R0, 1.1 * R0, xtol=1e-13)
D0 = S0 / np.sqrt(2)


def bulk(sx, sy):
    """Energy per layer, spacing and in-plane stress at zero normal stress."""
    d = brentq(lambda t: bulk_cell(sx, sy, t)[3], 0.94 * D0, 1.06 * D0,
               xtol=1e-13)
    energy, _, xx, _ = bulk_cell(sx, sy, d)
    return energy / NB, d, xx.sum() / (NB * sx * sy * d)


def slab(sx, sy, n, gap=15.0):
    """Relaxed slab: energy, cell length, mean stress xx, layer terms, z."""
    length = (n - 1) * D0 + gap

    def heights(spacings):
        return np.concatenate(([0.0], np.cumsum(spacings)))

    def residual(spacings):
        grad = cell_state(sx, sy, heights(spacings), length)[1]
        return np.cumsum(grad[::-1])[::-1][1:]

    sol = root(residual, np.full(n - 1, D0), tol=1e-12)
    z = heights(sol.x)
    energy, grad, xx, _ = cell_state(sx, sy, z, length)
    assert np.abs(grad).max() < 1e-7, "slab is not relaxed"
    return energy, length, xx.sum() / (sx * sy * length), xx, z


def excess(sx, sy, n):
    """A*gamma: excess energy of one face."""
    return (slab(sx, sy, n)[0] - n * bulk(sx, sy)[0]) / 2


N, H = 11, 2e-4
A0 = S0 ** 2

# Bulk reference: the cubic crystal is free of stress in every direction.
e_b, d_b, stress_b = bulk(S0, S0)
assert abs(d_b - D0) < 1e-6 and abs(stress_b) < 1e-7

# Extraction from stress and cell length.
E, L, S, layers, z = slab(S0, S0, N)
f = L * S / 2
gamma = (E - N * e_b) / (2 * A0)

# Stress against the slope of the relaxed slab energy.
Ep, Em = slab(S0 * (1 + H), S0, N)[0], slab(S0 * (1 - H), S0, N)[0]
assert abs((Ep - Em) / (2 * H) - A0 * L * S) < 1e-4

# Surface stress against excess energies, uniaxial and equal biaxial strain.
up, down = excess(S0 * (1 + H), S0, N), excess(S0 * (1 - H), S0, N)
f_energy = (up - down) / (2 * H * A0)
dgamma = (up / (A0 * (1 + H)) - down / (A0 * (1 - H))) / (2 * H)
assert abs(f - f_energy) < 2e-6
assert abs(f - gamma - dgamma) < 2e-6
biaxial = (excess(S0 * (1 + H), S0 * (1 + H), N)
           - excess(S0 * (1 - H), S0 * (1 - H), N)) / (2 * H * A0)
assert abs(biaxial - 2 * f) < 4e-6

# More vacuum changes the mean stress but not the surface stress.
_, L_wide, S_wide, _, _ = slab(S0, S0, N, gap=30.0)
f_wide = L_wide * S_wide / 2
assert abs(f_wide - f) < 1e-7 and abs(S_wide / S - 1) > 0.1

# Thickness, and the share of a single face in a thicker slab.
N2 = 15
_, L2, S2, layers2, _ = slab(S0, S0, N2)
f_thick = L2 * S2 / 2
one_face = layers2[:N2 // 2].sum() / A0
assert abs(f_thick - f) < 1e-4
assert abs(one_face - f) < 1e-4
assert abs(layers2[N2 // 2]) / A0 < 1e-4

# In-plane lattice stretched by 0.5 percent: bulk stress must be removed.
MISFIT = 0.005
s1 = S0 * (1 + MISFIT)
_, d1, sb1 = bulk(s1, s1)
_, La, Sa, _, _ = slab(s1, s1, N)
_, Lb, Sb, _, _ = slab(s1, s1, N2)
raw_a, raw_b = La * Sa / 2, Lb * Sb / 2
fixed_a = raw_a - N * d1 * sb1 / 2
fixed_b = raw_b - N2 * d1 * sb1 / 2
f1_energy = (excess(s1 * (1 + H), s1, N)
             - excess(s1 * (1 - H), s1, N)) / (2 * H * s1 ** 2)
assert abs(fixed_a - f1_energy) < 2e-6
assert abs((raw_b - raw_a) - (N2 - N) * d1 * sb1 / 2) < 1e-4
assert abs(raw_a - f1_energy) > 1e-2

# A free slab contracts in the plane when f is positive.
s_free = brentq(lambda s: slab(s, s, N)[2], 0.96 * S0, 1.01 * S0, xtol=1e-8)
free_strain = s_free / S0 - 1
modulus = sb1 / MISFIT
estimate = -2 * f / (N * D0 * modulus)
assert f > 0 and free_strain < 0 and estimate < 0

# Practical units: GPa times angstrom times 0.1 gives N/m.
f_practical = 0.1 * L * (S * TO_GPA) / 2
assert abs(f_practical - f * TO_NM) < 1e-9


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("MODEL AND BULK")
show("repulsion strength", REP, "eV", 2)
show("hopping strength", HOP, "eV", 2)
show("repulsion exponent p", P, "(no unit)", 1)
show("hopping exponent q", Q, "(no unit)", 1)
show("reference distance r0", R0, "angstrom", 2)
show("in-plane lattice length", S0, "angstrom")
show("bulk layer spacing", D0, "angstrom")
show("bulk energy per atom", e_b, "eV")
print("SLAB AT THE BULK LATTICE")
print(f"number of layers: {N}")
show("in-plane cell area", A0, "angstrom^2")
show("cell length L", L, "angstrom")
show("mean in-plane stress", S * TO_GPA, "GPa")
show("L times stress, both faces", L * S * TO_NM, "N/m")
show("surface stress f, one face", f * TO_NM, "N/m")
show("surface stress f, one face", f, "eV/angstrom^2", 5)
show("1 eV/angstrom^2", TO_NM, "N/m")
show("f from excess energies", f_energy * TO_NM, "N/m")
show("surface energy gamma", gamma * TO_NM, "N/m")
show("strain derivative of gamma", dgamma * TO_NM, "N/m")
show("equal biaxial derivative", biaxial * TO_NM, "N/m")
show("first spacing change", 100 * ((z[1] - z[0]) / D0 - 1), "percent", 2)
print("WRONG READINGS")
show("nominal slab thickness N*d", N * D0, "angstrom")
show("thickness used instead of L", N * D0 * S / 2 * TO_NM, "N/m")
print("VACUUM, THICKNESS, SINGLE FACE")
show("cell length, wide vacuum", L_wide, "angstrom")
show("mean stress, wide vacuum", S_wide * TO_GPA, "GPa")
show("f, wide vacuum", f_wide * TO_NM, "N/m")
show(f"f, {N2} layers", f_thick * TO_NM, "N/m")
show(f"sum over top {N2 // 2} of {N2} layers", one_face * TO_NM, "N/m")
for k in range(3):
    show(f"share of layer {k + 1}", layers2[k] / A0 * TO_NM, "N/m")
print("LATTICE STRETCHED IN BOTH DIRECTIONS")
show("imposed strain", 100 * MISFIT, "percent", 2)
show("bulk layer spacing, stretched", d1, "angstrom")
show("bulk in-plane stress", sb1 * TO_GPA, "GPa")
show("mean slab stress, 11 layers", Sa * TO_GPA, "GPa")
show("uncorrected, 11 layers", raw_a * TO_NM, "N/m")
show("uncorrected, 15 layers", raw_b * TO_NM, "N/m")
show("corrected, 11 layers", fixed_a * TO_NM, "N/m")
show("corrected, 15 layers", fixed_b * TO_NM, "N/m")
show("from excess energies, stretched", f1_energy * TO_NM, "N/m")
print("FREE SLAB, 11 LAYERS")
show("biaxial modulus", modulus * TO_GPA, "GPa", 1)
show("in-plane strain, computed", 100 * free_strain, "percent", 3)
show("in-plane strain, estimate", 100 * estimate, "percent", 3)
print("done: every assertion held")
```

Printed output:

```
MODEL AND BULK
repulsion strength: 0.10 eV
hopping strength: 1.20 eV
repulsion exponent p: 10.0 (no unit)
hopping exponent q: 3.0 (no unit)
reference distance r0: 2.80 angstrom
in-plane lattice length: 2.7607 angstrom
bulk layer spacing: 1.9521 angstrom
bulk energy per atom: -3.0984 eV
SLAB AT THE BULK LATTICE
number of layers: 11
in-plane cell area: 7.6217 angstrom^2
cell length L: 34.5214 angstrom
mean in-plane stress: 0.6098 GPa
L times stress, both faces: 2.1051 N/m
surface stress f, one face: 1.0525 N/m
surface stress f, one face: 0.06569 eV/angstrom^2
1 eV/angstrom^2: 16.0218 N/m
f from excess energies: 1.0525 N/m
surface energy gamma: 0.7883 N/m
strain derivative of gamma: 0.2642 N/m
equal biaxial derivative: 2.1051 N/m
first spacing change: -2.68 percent
WRONG READINGS
nominal slab thickness N*d: 21.4736 angstrom
thickness used instead of L: 0.6547 N/m
VACUUM, THICKNESS, SINGLE FACE
cell length, wide vacuum: 49.5214 angstrom
mean stress, wide vacuum: 0.4251 GPa
f, wide vacuum: 1.0525 N/m
f, 15 layers: 1.0525 N/m
sum over top 7 of 15 layers: 1.0525 N/m
share of layer 1: 1.3499 N/m
share of layer 2: -0.2831 N/m
share of layer 3: -0.0161 N/m
LATTICE STRETCHED IN BOTH DIRECTIONS
imposed strain: 0.50 percent
bulk layer spacing, stretched: 1.9372 angstrom
bulk in-plane stress: 0.3758 GPa
mean slab stress, 11 layers: 0.8416 GPa
uncorrected, 11 layers: 1.4526 N/m
uncorrected, 15 layers: 1.5982 N/m
corrected, 11 layers: 1.0522 N/m
corrected, 15 layers: 1.0522 N/m
from excess energies, stretched: 1.0522 N/m
FREE SLAB, 11 LAYERS
biaxial modulus: 75.2 GPa
in-plane strain, computed: -1.064 percent
in-plane strain, estimate: -1.304 percent
done: every assertion held
```
